# The radial Dirac–Coulomb Green function and its poles, derived twice: a program that tests the result

```python
"""Radial Dirac-Coulomb Green function from Whittaker functions.

Units hbar = c = m = 1; V = -a/r, a = Z*alpha; radial spinor y = (G, F).
  h = [[V+1, -d/dr + k/r], [d/dr + k/r, V-1]],  (h-E) Green = delta(r-r')
  lam = sqrt(1-E^2), gam = sqrt(k^2-a^2), nu = a E/lam, mu = a/lam, x = 2 lam r
Result under test:
  Green = Gamma(gam-nu)/(2 lam Gamma(1+2 gam)) * w(r_larger) u(r_smaller)^T
  (transposed for r < r'), u regular at 0 (Whittaker M), w decaying (Whittaker W).
  Its poles are the bound levels nu = gam + n, n >= 0 for k < 0, n >= 1 for k > 0,
  and near a level Green = y_n y_n^T/(E_n - E) with y_n normalized.
"""
import math
import numpy as np
import mpmath as mp
import scipy.constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 20
Z = 80
a = Z * sc.alpha


def parameters(E, k):
    E = complex(E)
    E = mp.mpf(E.real) if E.imag == 0 else mp.mpc(E.real, E.imag)
    lam = mp.sqrt(1 - E) * mp.sqrt(1 + E)
    gam = mp.sqrt(k * k - mp.mpf(a) ** 2)
    return E, lam, gam, a * E / lam, a / lam


def spinor(p, q, E):
    return np.array([complex(mp.sqrt(1 + E) * (p + q)),
                     complex(mp.sqrt(1 - E) * (p - q))])


def regular(r, E, k, second=False):
    """Solution regular at the origin; 'second' selects the other multiple."""
    E, lam, gam, nu, mu = parameters(E, k)
    x = 2 * lam * mp.mpf(float(r))
    m_plus = mp.whitm(nu + 0.5, gam, x) / mp.sqrt(x)
    m_minus = mp.whitm(nu - 0.5, gam, x) / mp.sqrt(x)
    if second:
        return spinor(-(mu + k) * m_minus, (gam + nu) * m_plus, E)
    return spinor((gam - nu) * m_minus, (mu - k) * m_plus, E)


def decaying(r, E, k):
    E, lam, gam, nu, mu = parameters(E, k)
    x = 2 * lam * mp.mpf(float(r))
    w_plus = mp.whitw(nu + 0.5, gam, x) / mp.sqrt(x)
    w_minus = mp.whitw(nu - 0.5, gam, x) / mp.sqrt(x)
    return spinor((mu + k) * w_minus, w_plus, E)


def bracket(y1, y2):
    return y1[0] * y2[1] - y1[1] * y2[0]


def bracket_formula(E, k, second=False):
    E, lam, gam, nu, mu = parameters(E, k)
    if second:
        value = 2 * lam * (mu + k) * mp.gamma(1 + 2 * gam) * mp.rgamma(1 + gam - nu)
    else:
        value = -2 * lam * mp.gamma(1 + 2 * gam) * mp.rgamma(gam - nu)
    return complex(value)


def green(r, rp, E, k):
    if r > rp:
        product = np.outer(decaying(r, E, k), regular(rp, E, k))
    else:
        product = np.outer(regular(r, E, k), decaying(rp, E, k))
    return -product / bracket_formula(E, k)


def derivative(f, s, h):
    return (8 * (f(s + h) - f(s - h)) - f(s + 2 * h) + f(s - 2 * h)) / (12 * h)


nodes, weights = np.polynomial.legendre.leggauss(60)
t01, w01 = (nodes + 1) / 2, weights / 2


def from_origin(R):
    """Quadrature on (0, R), r = R t^2 to soften the power law at the origin."""
    return R * t01 ** 2, 2 * R * t01 * w01


def level(n, k):
    return 1 / math.sqrt(1 + (a / (n + math.sqrt(k * k - a * a))) ** 2)


# Both solutions obey the radial equations; brackets agree with the Gamma formulas.
cases = [(-1, 0.3), (1, -0.6), (-2, 0.7 + 0.2j), (2, 0.9)]
for k, E in cases:
    for solution in (regular, decaying):
        for r in (0.8, 2.5):
            G, F = solution(r, E, k)
            slope = derivative(lambda s: solution(s, E, k), r, 1e-3)
            right = np.array([-k * G / r + (1 + E + a / r) * F,
                              k * F / r + (1 - E - a / r) * G])
            assert np.max(abs(slope - right)) < 1e-8 * np.max(abs(right))
    for second in (False, True):
        for r in (0.4, 3.0):
            direct = bracket(regular(r, E, k, second), decaying(r, E, k))
            formula = bracket_formula(E, k, second)
            assert abs(direct - formula) < 1e-10 * abs(formula)


# Inversion: Green applied to (h-E) g must return the chosen g.
def trial(r):
    return np.array([r ** 3 * np.exp(-r), -0.5 * r ** 3 * np.exp(-r)])


def source(r, E, k):
    G, F = trial(r)
    dG, dF = (3 / r - 1) * G, (3 / r - 1) * F
    return np.array([(1 - a / r - E) * G - dF + k * F / r,
                     dG + k * G / r + (-1 - a / r - E) * F])


def inversion_error(E, k, second):
    r = 1.5
    inner = sum(wt * np.dot(regular(s, E, k, second), source(s, E, k))
                for s, wt in zip(*from_origin(r)))
    outer = sum(30 * wt * np.dot(decaying(r + 30 * t, E, k), source(r + 30 * t, E, k))
                for t, wt in zip(t01, w01))
    result = -(decaying(r, E, k) * inner + regular(r, E, k, second) * outer)
    result = result / bracket_formula(E, k, second)
    return np.max(abs(result - trial(r))) / np.max(abs(trial(r)))


exceptional = level(0, 1)
inversion = [inversion_error(E, k, False) for k, E in cases[:3]]
inversion.append(inversion_error(exceptional, 1, True))
assert max(inversion) < 1e-8


# Levels without Whittaker functions: Frobenius series and inward integration.
def frobenius(r, E, k):
    gam = math.sqrt(k * k - a * a)
    g, f = [a], [gam + k]
    for j in range(1, 150):
        s = j + gam
        A, B = (1 + E) * f[-1], (1 - E) * g[-1]
        det = s * s - k * k + a * a
        g.append(((s - k) * A + a * B) / det)
        f.append(((s + k) * B - a * A) / det)
    poly = np.polynomial.polynomial.polyval
    return np.array([r ** gam * poly(r, g), r ** gam * poly(r, f)])


def mismatch(E, k):
    r_match = 2.0
    lam = math.sqrt(1 - E * E)

    def rhs(r, y):
        return [-k * y[0] / r + (1 + E + a / r) * y[1],
                k * y[1] / r + (1 - E - a / r) * y[0]]
    start = [math.sqrt(1 + E), -math.sqrt(1 - E)]
    run = solve_ivp(rhs, (r_match + 20 / lam, r_match), start,
                    method="DOP853", rtol=1e-12, atol=1e-12)
    inward = run.y[:, -1]
    return bracket(frobenius(r_match, E, k), inward / np.hypot(*inward))


scan = np.linspace(0.5, 0.97, 11)
shot = {}
for k, expected in ((-1, [0, 1]), (1, [1]), (-2, [0])):
    values = [mismatch(E, k) for E in scan]
    roots = [brentq(mismatch, scan[i], scan[i + 1], args=(k,), xtol=1e-13)
             for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0]
    assert len(roots) == len(expected)
    for n, root in zip(expected, roots):
        assert abs(root - level(n, k)) < 1e-9
        shot[n, k] = root


# Residues of the Green function by contour integration.
def contour(r, rp, k, centre, radius, count=16):
    steps = radius * np.exp(2j * np.pi * (np.arange(count) + 0.5) / count)
    return sum(green(r, rp, centre + s, k) * s for s in steps) / count


r1, r2 = 1.0, 2.0
states = [("1s1/2", 0, -1), ("2s1/2", 1, -1), ("2p1/2", 1, 1), ("2p3/2", 0, -2)]
report = {}
for name, n, k in states:
    E = level(n, k)
    _, lam, gam, nu, mu = parameters(E, k)
    rr, wt = from_origin(20 / float(lam))
    series_norm = np.sum(wt * np.sum(frobenius(rr, E, k) ** 2, axis=0))
    y1 = frobenius(r1, E, k) / math.sqrt(series_norm)
    y2 = frobenius(r2, E, k) / math.sqrt(series_norm)
    residue = contour(r1, r2, k, E, 0.005)
    assert np.max(abs(residue + np.outer(y1, y2))) < 1e-8

    u = np.array([regular(s, E, k) for s in rr])
    w = np.array([decaying(s, E, k) for s in rr])
    norm = np.sum(wt * np.sum(u * u, axis=1)).real
    norm_formula = float(2 * a * mp.factorial(n) * (mu - k) * mp.gamma(1 + 2 * gam) ** 2
                         / (lam ** 2 * mp.gamma(1 + 2 * gam + n)))
    assert abs(norm / norm_formula - 1) < 1e-8
    overlap = np.sum(wt * np.sum(u * w, axis=1)).real
    slope = derivative(lambda e: bracket(regular(2.0, e, k), decaying(2.0, e, k)),
                       E, 2e-4).real
    assert abs(slope / overlap - 1) < 1e-6
    ratio = float((-1) ** n * mp.rf(1 + 2 * gam, n) / (mu - k))
    assert np.allclose(decaying(1.5, E, k), ratio * regular(1.5, E, k),
                       rtol=1e-9, atol=1e-11)
    report[name] = (E, shot[n, k], norm, norm_formula, slope, overlap,
                    residue[0, 0].real, -y1[0] * y2[0])

# No pole for k = +1 at the 1s energy, although the Gamma prefactor has one there.
missing = np.max(abs(contour(r1, r2, 1, exceptional, 0.02)))
assert missing < 1e-9
ring = 0.02 * np.exp(2j * np.pi * (np.arange(16) + 0.5) / 16)
prefactor_residue = (sum(-s / bracket_formula(exceptional + s, 1) for s in ring) / 16).real
assert abs(prefactor_residue) > 1e-3
# No poles inside a disc of negative energies.
negative = max(np.max(abs(contour(r1, r2, k, -0.4, 0.35, 32))) for k in (-1, 1))
assert negative < 1e-6

# Printed worked example.
rest_keV = sc.m_e * sc.c ** 2 / sc.e / 1e3
length_pm = sc.hbar / (sc.m_e * sc.c) * 1e12
print(f"Z = {Z}, a = Z*alpha = {a:.8f}")
print(f"energy unit mc^2 = {rest_keV:.5f} keV")
print(f"length unit hbar/(mc) = {length_pm:.6f} pm")
print(f"gamma(|k|=1) = {math.sqrt(1 - a * a):.8f}, gamma(|k|=2) = {math.sqrt(4 - a * a):.8f}")
E0, k0 = 0.5, -1
_, lam, gam, nu, mu = parameters(E0, k0)
print(f"Example: k = {k0}, E = {E0} mc^2, r = {r1}, r' = {r2} hbar/(mc)")
print(f"lambda = {float(lam):.8f} mc/hbar, nu = {float(nu):.8f}, mu = {float(mu):.8f}")
print(f"x = {float(2 * lam * r1):.8f}, x' = {float(2 * lam * r2):.8f}")
for label, y in (("u(r)", regular(r1, E0, k0)), ("w(r)", decaying(r1, E0, k0)),
                 ("u(r')", regular(r2, E0, k0)), ("w(r')", decaying(r2, E0, k0))):
    print(f"{label}: G = {y[0].real:.8f}, F = {y[1].real:.8f}")
for r in (r1, r2):
    print(f"[u,w] at {r}: {bracket(regular(r, E0, k0), decaying(r, E0, k0)).real:.10f}")
print(f"[u,w] Gamma formula: {bracket_formula(E0, k0).real:.10f}")
print(f"prefactor -1/[u,w] = {-1 / bracket_formula(E0, k0).real:.8f}")
g0 = green(r1, r2, E0, k0).real
print(f"Green GG = {g0[0, 0]:.8f}, GF = {g0[0, 1]:.8f} 1/(hbar c)")
print(f"Green FG = {g0[1, 0]:.8f}, FF = {g0[1, 1]:.8f} 1/(hbar c)")
print(f"largest relative inversion error = {max(inversion):.1e}")
for name, data in report.items():
    E, root, norm, norm_f, slope, overlap, res, expected_res = data
    print(f"{name}: E formula = {E:.10f}, shooting = {root:.10f} mc^2")
    print(f"  binding energy = {(1 - E) * rest_keV:.4f} keV")
    print(f"  int u.u: quadrature = {norm:.7f}, formula = {norm_f:.7f} hbar/(mc)")
    print(f"  d[u,w]/dE = {slope:.6f}, int u.w = {overlap:.6f}")
    print(f"  GG residue = {res:.8f}, -G_n G_n' = {expected_res:.8f} mc/hbar")
print(f"k=+1 at E = {exceptional:.8f} mc^2: max |residue| = {missing:.1e} mc/hbar")
print(f"  residue of Gamma prefactor alone = {prefactor_residue:.6f}")
print(f"negative-energy disc, centre -0.4, radius 0.35: max |integral| = {negative:.1e}")
E1 = report["1s1/2"][0]
for detuning in (0.1, 0.01, 0.001):
    full = green(r1, r2, E1 - detuning, -1)[0, 0].real
    pole = -report["1s1/2"][7] / detuning
    print(f"E1s-E = {detuning} mc^2: GG = {full:.5f}, pole term = {pole:.5f} 1/(hbar c)")
print("every check passed")
```

It prints:

```
Z = 80, a = Z*alpha = 0.58378821
energy unit mc^2 = 510.99895 keV
length unit hbar/(mc) = 0.386159 pm
gamma(|k|=1) = 0.81190599, gamma(|k|=2) = 1.91290129
Example: k = -1, E = 0.5 mc^2, r = 1.0, r' = 2.0 hbar/(mc)
lambda = 0.86602540 mc/hbar, nu = 0.33705028, mu = 0.67410055
x = 1.73205081, x' = 3.46410162
u(r): G = 3.09498960, F = -0.49957549
w(r): G = 0.69780883, F = -0.54938700
u(r'): G = 5.42590980, F = 0.14565943
w(r'): G = 0.35009953, F = -0.23972819
[u,w] at 1.0: -1.3517388602
[u,w] at 2.0: -1.3517388602
[u,w] Gamma formula: -1.3517388602
prefactor -1/[u,w] = 0.73978786
Green GG = 0.80160040, GF = -0.54889024 1/(hbar c)
Green FG = -0.12938974, FF = 0.08859872 1/(hbar c)
largest relative inversion error = 3.2e-14
1s1/2: E formula = 0.8119059869, shooting = 0.8119059869 mc^2
  binding energy = 96.1158 keV
  int u.u: quadrature = 9.9735772, formula = 9.9735772 hbar/(mc)
  d[u,w]/dE = 4.986789, int u.w = 4.986789
  GG residue = -0.28471048, -G_n G_n' = -0.28471048 mc/hbar
2s1/2: E formula = 0.9518156300, shooting = 0.9518156300 mc^2
  binding energy = 24.6222 keV
  int u.u: quadrature = 19.9984053, formula = 19.9984053 hbar/(mc)
  d[u,w]/dE = -18.071184, int u.w = -18.071184
  GG residue = -0.02065145, -G_n G_n' = -0.02065145 mc/hbar
2p1/2: E formula = 0.9518156300, shooting = 0.9518156300 mc^2
  binding energy = 24.6222 keV
  int u.u: quadrature = 6.2236498, formula = 6.2236498 hbar/(mc)
  d[u,w]/dE = -18.071184, int u.w = -18.071184
  GG residue = -0.01583182, -G_n G_n' = -0.01583182 mc/hbar
2p3/2: E formula = 0.9564506432, shooting = 0.9564506432 mc^2
  binding energy = 22.2537 keV
  int u.u: quadrature = 1015.4089876, formula = 1015.4089876 hbar/(mc)
  d[u,w]/dE = 253.852248, int u.w = 253.852247
  GG residue = -0.00616912, -G_n G_n' = -0.00616912 mc/hbar
k=+1 at E = 0.81190599 mc^2: max |residue| = 5.0e-16 mc/hbar
  residue of Gamma prefactor alone = -0.200530
negative-energy disc, centre -0.4, radius 0.35: max |integral| = 1.4e-13
E1s-E = 0.1 mc^2: GG = 2.76143, pole term = 2.84710 1/(hbar c)
E1s-E = 0.01 mc^2: GG = 28.44332, pole term = 28.47105 1/(hbar c)
E1s-E = 0.001 mc^2: GG = 284.69358, pole term = 284.71048 1/(hbar c)
every check passed
```
